# Stability limit of linear density mixing in a long metal cell

## Problem

A first-principles calculation of a metal contact looks for a self-consistent electron density. From an input density $n_k$ it computes the electrostatic potential, and from the potential an output density $F[n_k]$. Linear mixing then takes a fraction $\alpha$ of the correction:

$$
n_{k+1}=n_k+\alpha\left(F[n_k]-n_k\right).
$$

In a long cell, too large a fraction makes a small charge error slosh from one end to the other with an amplitude that at first grows.

Consider a metal that fills an orthogonal periodic cell with longest edge $L$. Model it as a uniform electron gas of density $n_0$ on a fixed, uniform positive background. Use Thomas-Fermi response at zero temperature, without exchange and correlation, and keep the electron number fixed.

(a) Estimate by scaling how the largest stable $\alpha$ depends on $L$.

(b) Find the threshold $\alpha_{\max}$ for small errors, with all factors, and say when a pure power law describes it.

(c) Evaluate it for $n_0=100\ \mathrm{nm^{-3}}$ and $L=5$ nm, and check it by iteration.

(d) A contact cell is only partly metal. Find the threshold when the metal has length $a<L$ and the rest of the cell is inert, and evaluate it for $a=L/2$.

## First estimate by scaling

Suppose the input density is wrong by $\delta n$ over a distance of order $L$. The Poisson equation equates the curvature of the potential energy, of order $\delta U/L^2$, to $e^2\delta n/\varepsilon_0$, so

$$
\delta U\sim \frac{e^2L^2}{\varepsilon_0}\,\delta n .
$$

Electrons leave the region where their potential energy is raised. If $D$ is the density of states at the Fermi level, per energy and volume and with both spins counted, the output density changes by about $-D\,\delta U$. With

$$
k_{\mathrm{TF}}^2=\frac{e^2D}{\varepsilon_0},
$$

the output error is about $-(k_{\mathrm{TF}}L)^2\delta n$. It has the opposite sign to the input error and, in a long cell, is far larger. The fraction mixed in must shrink this overshoot to the size of the original error:

$$
\alpha_{\max}\sim\frac{1}{(k_{\mathrm{TF}}L)^2}.
$$

The estimate gives an inverse-square dependence on length, but its numerical factor is open, because "a distance of order $L$" does not fix the curvature.

## Exact solution of the linearized problem

**Potential of a density error.** Write the error as a sum of Fourier components $\delta n_{\mathbf q}$. The electron charge is $-e$, so the charge error is $-e\,\delta n_{\mathbf q}$. The Poisson equation $-\nabla^2\phi=\rho/\varepsilon_0$ gives

$$
\delta\phi_{\mathbf q}=-\frac{e\,\delta n_{\mathbf q}}{\varepsilon_0q^2}.
$$

The electron's potential energy is $U=-e\phi$, and the two minus signs cancel:

$$
\delta U_{\mathbf q}=\frac{e^2}{\varepsilon_0q^2}\,\delta n_{\mathbf q},\qquad \mathbf q\neq0 .
$$

The component $\mathbf q=0$ of the density error vanishes because the electron number is fixed. The average of $U$ is set to zero, which fixes the origin of energy.

**Response of the metal.** A free-electron gas with Fermi wave number $k_F$ has density $k_F^3/(3\pi^2)$ and Fermi energy $E_F=\hbar^2k_F^2/(2m)$, so its density varies as $E_F^{3/2}$. The Thomas-Fermi model applies this relation at each point, with the local kinetic energy $\mu-U$ in place of $E_F$:

$$
n_{\mathrm{out}}=n_0\left(\frac{\mu-U}{E_F}\right)^{3/2}.
$$

For the uniform density, $U=0$ and $\mu=E_F$, so $n_{\mathrm{out}}=n_0$: this is the self-consistent solution. To first order around it,

$$
\delta n_{\mathrm{out}}=\frac{3n_0}{2E_F}\left(\delta\mu-\delta U\right)=D\left(\delta\mu-\delta U\right),\qquad D=\frac{3n_0}{2E_F}.
$$

Fixed electron number requires the average of $\delta n_{\mathrm{out}}$ to vanish. Since $\delta U$ averages to zero, $\delta\mu=0$ to this order. Each component therefore responds separately:

$$
\delta n_{\mathrm{out},\mathbf q}=-D\,\delta U_{\mathbf q}=-\frac{k_{\mathrm{TF}}^2}{q^2}\,\delta n_{\mathbf q}.
$$

**One mixing step.** The new error is the old one plus $\alpha$ times the difference between output and input errors:

$$
\delta n_{\mathbf q}^{\,\mathrm{new}}
=\delta n_{\mathbf q}+\alpha\left(-\frac{k_{\mathrm{TF}}^2}{q^2}-1\right)\delta n_{\mathbf q}
=\left[1-\alpha\,\epsilon(q)\right]\delta n_{\mathbf q},
$$

$$
\epsilon(q)=1+\frac{k_{\mathrm{TF}}^2}{q^2}.
$$

The multiplier contains the static dielectric function of the Thomas-Fermi metal. The screening that weakens a long-wave field in the metal is what makes the iteration overshoot.

**Threshold.** A component dies out if $-1<1-\alpha\epsilon(q)<1$. The right inequality gives $\alpha>0$, the left one $\alpha<2/\epsilon(q)$. Every allowed component must satisfy both. Since $\epsilon$ grows as $q$ falls, the strictest condition comes from the smallest nonzero wave number. In an orthogonal cell this belongs to the longest edge, $q_1=2\pi/L$. Hence

$$
\boxed{\;\alpha_{\max}=\frac{2}{1+X},\qquad X=\left(\frac{k_{\mathrm{TF}}L}{2\pi}\right)^2\;}
$$

and small errors die out for $0<\alpha<\alpha_{\max}$. At $\alpha=\alpha_{\max}$ the longest wave is multiplied by $-1$ at each step: in linear theory it changes sign for ever without growing or decaying.

**When the power law holds.** For $X\gg1$ the 1 in the denominator can be dropped:

$$
\alpha_{\max}\simeq\frac{2}{X}=\frac{8\pi^2}{k_{\mathrm{TF}}^2L^2}.
$$

The approach to this law is seen in the logarithmic slope. Because $X\propto L^2$, $dX/d\ln L=2X$, and

$$
\frac{d\ln\alpha_{\max}}{d\ln L}=-\frac{1}{1+X}\frac{dX}{d\ln L}=-\frac{2X}{1+X}.
$$

The slope tends to $-2$ for long cells and to 0 for short ones, where $\alpha_{\max}$ tends to 2. The inverse-square law is thus the long-cell limit, not a law for every length.

## Numbers for a 5 nm cell

The density $n_0=100\ \mathrm{nm^{-3}}$ gives

$$
k_F=(3\pi^2n_0)^{1/3}=14.36\ \mathrm{nm^{-1}},\qquad E_F=7.856\ \mathrm{eV},
$$

$$
D=\frac{3\times100\ \mathrm{nm^{-3}}}{2\times7.856\ \mathrm{eV}}=19.09\ \mathrm{eV^{-1}\,nm^{-3}},
$$

and $k_{\mathrm{TF}}=18.59\ \mathrm{nm^{-1}}$, a screening length of 0.054 nm. The smallest wave number is $q_1=2\pi/(5\ \mathrm{nm})=1.257\ \mathrm{nm^{-1}}$. Therefore

$$
X=\left(\frac{18.588}{1.2566}\right)^2=218.8,\qquad
\alpha_{\max}=\frac{2}{219.8}=0.00910 .
$$

Less than one per cent of the output density may be mixed in at each step.

**Check by iteration.** The nonlinear Thomas-Fermi map was iterated on 48 points along the long axis, with $\mu$ adjusted at each step to keep the electron number. The starting error was a bump and a dip with weak noise, about $10^{-8}$ of the mean density. A run counted as unstable if the error grew a thousandfold, and as stable if it fell by the same factor. If neither happened within 600 steps, the error sizes at steps 300 and 600 were compared. Bisection between $\alpha=10^{-5}$ and 3 then located the threshold without use of the formula.

| $L$ (nm) | iterated | $2/(1+X)$ | $2/X$ |
|---:|---:|---:|---:|
| 0.3 | 1.1188 | 1.1188 | 2.5392 |
| 2.5 | 0.03591 | 0.03591 | 0.03656 |
| 5 | 0.00910 | 0.00910 | 0.00914 |
| 10 | 0.002283 | 0.002283 | 0.002285 |
| 20 | 0.000571 | 0.000571 | 0.000571 |

Between 10 and 20 nm the iterated thresholds have a logarithmic slope of $-1.999$. Between 0.3 and 2.5 nm the mean slope is only $-1.62$, and at 0.3 nm the power law is too high by more than a factor of two. That shortest cell checks the mathematics of the model alone: its $q_1$ is larger than $k_F$, where Thomas-Fermi response is not a sound description of a metal.

The motion on either side of the threshold can be followed in the 5 nm cell. At $\alpha=0.95\,\alpha_{\max}$ the formula gives the longest wave a multiplier $1-2\times0.95=-0.90$; at $1.05\,\alpha_{\max}$ it gives $-1.10$. The iteration reproduced both. After 40 steps the amplitude of this wave had fallen to 0.0148 of its initial value in the first run and had grown 45-fold in the second. The negative sign is the sloshing: excess charge changes ends at every step.

**The cost of stability.** The small $\alpha$ that tames the longest wave also slows the shortest ones. For $q\gg k_{\mathrm{TF}}$, $\epsilon\simeq1$ and the multiplier is $1-\alpha$. Such an error needs about $1/\alpha$ steps to fall by a factor $\mathrm e$. Just below the threshold this is about 110 steps for 5 nm and 1750 for 20 nm. If short-wave errors are present, the number of steps thus grows as $L^2$ in long cells.

**How small an error must be.** The linearization needs $|\delta U|\ll E_F$. For the longest wave, $\delta U=X\,\delta n/D$, and $D=3n_0/(2E_F)$ turns this into

$$
\frac{\delta U}{E_F}=\frac{2X}{3}\,\frac{\delta n}{n_0}.
$$

At 5 nm the ratio reaches 1 for $\delta n/n_0=3/(2\times218.8)=0.007$. A long-wave error of one per cent is already outside the linear regime, so the linear analysis alone does not decide whether the iteration converges from such a start.

## A cell that is only partly metal

Let the metal occupy $|x|<a/2$ over the whole cross-section, with no response elsewhere, and let the two transverse edges of the cell be no longer than $a$. Consider first errors that vary along $x$ only; the others are treated at the end of the derivation. Plane waves no longer respond separately. Look instead for an error shape that the map returns with a changed factor, $\delta n_{\mathrm{out}}=-\lambda\,\delta n$ with $\lambda>0$. Mixing multiplies it by $1-\alpha(1+\lambda)$, so the threshold is $2/(1+\lambda)$ for the largest $\lambda$.

Inside the metal, $-\lambda\,\delta n=-D(\delta U-\delta\mu)$. Inserting $\delta n=D(\delta U-\delta\mu)/\lambda$ into the Poisson equation $\delta U''=-e^2\delta n/\varepsilon_0$ gives

$$
\delta U''=-\kappa^2(\delta U-\delta\mu),\qquad \kappa^2=\frac{k_{\mathrm{TF}}^2}{\lambda}.
$$

Outside, the output error is zero, so $\delta n=0$ and $\delta U$ is linear. The largest $\lambda$ belongs to the smallest $\kappa$. By mirror symmetry the shapes can be taken as odd or even about the metal's centre.

For an odd shape, $\delta\mu=0$ and $\delta U=A\sin\kappa x$ in the metal. An odd function of period $L$ vanishes at $x=L/2$, so to the right of the metal $\delta U=B(L/2-x)$. Continuity of $\delta U$ and of its slope at $x=a/2$, with $y=\kappa a/2$, requires

$$
A\sin y=\frac{B(L-a)}{2},\qquad A\kappa\cos y=-B .
$$

Dividing the second equation by the first gives $\kappa\cot y=-2/(L-a)$, and multiplication by $a/2$ gives

$$
y\cot y=-\frac{a}{L-a}.
$$

The left side is positive for $0<y<\pi/2$, so the smallest root lies between $\pi/2$ and $\pi$.

For an even shape, symmetry about $x=L/2$ makes the outer potential constant. The slope of $\cos\kappa x$ must then vanish at the edge, so $\sin y=0$ and $y=\pi$ at the least. This also satisfies neutrality, but its $\kappa$ is larger.

Errors that also vary across the cell have a transverse wave number $q_\perp\ge2\pi/a$, because the transverse edges are no longer than $a$. For them the operator $-\nabla^2$ in the Poisson equation becomes $-d^2/dx^2+q_\perp^2$, whose eigenvalues are at least $q_\perp^2$. Hence $\lambda\le k_{\mathrm{TF}}^2/q_\perp^2\le k_{\mathrm{TF}}^2a^2/(4\pi^2)$. The odd shape has $\lambda=k_{\mathrm{TF}}^2a^2/(4y^2)$ with $y<\pi$, which is larger. The odd shape therefore sets the threshold:

$$
\alpha_{\max}=\frac{2}{1+k_{\mathrm{TF}}^2/\kappa^2}.
$$

Two limits show which length matters. As $a\to L$, $y\to\pi$ and $\kappa\to2\pi/L$, the result for the full metal. If $a$ is fixed and the inert part grows without limit, $y\to\pi/2$ and $\kappa\to\pi/a$: the threshold stops falling. The inverse-square law in $L$ therefore requires the metal to grow with the cell. The saturation holds for a metal in one piece. If the metal is split into two pieces with inert gaps on both sides, charge can pass from one piece to the other. The capacitance between them falls as the inverse of the gap, so the threshold keeps falling, roughly as $1/L$.

For $a=L/2$ the condition is $y\cot y=-1$, with root $y=2.029$. At $L=5$ nm,

$$
\kappa=\frac{4y}{L}=1.623\ \mathrm{nm^{-1}},\qquad
\alpha_{\max}=\frac{2}{1+(18.588/1.623)^2}=0.0151 .
$$

This is 66% above the value for a full metal cell of the same length.

## Comparison of estimate and solution

For the 5 nm metal cell the scaling estimate is $1/(18.59\times5)^2=1.16\times10^{-4}$, about 79 times below the solution. The power of $L$ was right in the long-cell limit, and the missing factor can be traced. The longest wave has curvature $(2\pi/L)^2$ rather than $1/L^2$, which contributes $4\pi^2$. Stability allows the error to reverse sign as long as it shrinks, which contributes 2. Together they give $8\pi^2\simeq79$. The remaining correction, $X/(1+X)$, is half a per cent here and becomes large only when $L$ is no longer long compared with $2\pi/k_{\mathrm{TF}}$, about 0.34 nm.

**Beside a real contact.** The chosen density is of the size found in simple metals, but no real band structure enters. At 5 nm, and relative to $\alpha_{\max}=0.0091$, Lindhard response at finite wavelength raises the threshold by 0.06%, local exchange by 0.2%, and a thermal smearing of 0.1 eV by 0.01%. These three figures assume a continuum of electron wave vectors. A finite k-point mesh changes the effective $D$ and can shift the threshold much more. For a cross-section of 0.4 nm, 0.1 eV smearing and one k point along the long axis, the shift is about $-13\%$ with an $8\times8$ transverse mesh and $+3\%$ with $16\times16$, and it falls below 1% at $32\times32$. Band structure can matter far more: doubling $D$ at fixed length halves the threshold. The assumption that a contact cell plainly breaks is that metal fills it. With half the length given to a semiconductor of relative permittivity 12, a rough typical value, a matrix calculation gives 0.0147, or 62% above the full metal. This lies below the inert case because the semiconductor's bound charge also responds. Interface states and atomic structure are not included. For a real contact the model therefore shows mainly the trend with length, provided the metal grows in proportion to the cell. The size of the threshold is a rough guide only if the metal's density of states at the Fermi level is close to the free-electron value used here. In nickel, palladium or platinum, where d states lie at the Fermi level, it is several times larger, and the threshold is lower by about the same factor. The numerical output lists the values to more digits.

## Computed results

```
electron density: 100.0 nm^-3
Fermi wave number: 14.360 nm^-1
Fermi energy: 7.856 eV
density of states: 19.094 eV^-1 nm^-3
Thomas-Fermi wave number k_TF: 18.588 nm^-1
screening length 1/k_TF: 0.0538 nm
main cell length: 5.0 nm
main cell smallest wave number: 1.2566 nm^-1
main cell k_TF^2/q^2: 218.79 (no unit)
largest Jacobian eigenvalue of 1-F': 219.79 (no unit)
main cell alpha_max, formula: 0.009100 (no unit)
thresholds: L in nm; alpha values have no unit
L=0.3 nm: iterated=1.118769 formula=1.118789 long-cell law=2.539206
L=2.5 nm: iterated=0.035908 formula=0.035908 long-cell law=0.036565
L=5.0 nm: iterated=0.009099 formula=0.009100 long-cell law=0.009141
L=10.0 nm: iterated=0.002283 formula=0.002283 long-cell law=0.002285
L=20.0 nm: iterated=0.000571 formula=0.000571 long-cell law=0.000571
log slope of iterated threshold, 0.3 to 2.5 nm: -1.6220 (no unit)
log slope of iterated threshold, 2.5 to 5.0 nm: -1.9805 (no unit)
log slope of iterated threshold, 5.0 to 10.0 nm: -1.9950 (no unit)
log slope of iterated threshold, 10.0 to 20.0 nm: -1.9988 (no unit)
alpha/alpha_max=0.95: first-harmonic factor per step=-0.9000, size ratio after 40 steps=0.01478
alpha/alpha_max=1.05: first-harmonic factor per step=-1.1000, size ratio after 40 steps=45.26
neglected effects in the main cell: alpha_max and its change
Lindhard response: 0.009105, change +0.064 %
local exchange: 0.009117, change +0.191 %
thermal smearing 0.1 eV: 0.009101, change +0.013 %
doubled density of states: 0.004560, change -49.886 %
half cell inert: 0.015132, change +66.296 %
half cell with permittivity 12: 0.014725, change +61.823 %
half-metal matching root y: 2.0288 (no unit)
half-metal wave number kappa: 1.6230 nm^-1
half-metal alpha_max from matching: 0.015133 (no unit)
```
